# Absorbed power, electron temperature and density in a steady discharge: verification in Python

```python
"""Global model of a plane discharge between two floating walls.

Result under test: with single-step ionization and fixed gas density the
electron temperature T (eV) follows from
    n_g S L sqrt(8M/(pi m)) g(I/T) = 2 alpha,   alpha = pi/2 - 1,
    g(a) = a [exp(-a) - a E1(a)],
without the power, while the midplane density is n0 = (P/A)/(e c E_T).
n_g gas density, L gap, M ion mass, m electron mass, I ionization energy,
S cross-section scale, c = sqrt(eT/M) Bohm speed, P/A absorbed power per
area of one wall (both walls collect), E_T energy (eV) per lost pair.
All gas data are round model parameters.
"""
import numpy as np
from scipy.constants import e, m_e, atomic_mass, pi
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq, minimize_scalar
from scipy.special import exp1

ION_MASS = 40 * atomic_mass
E_ION, S_ION = 16.0, 1.2e-19        # eV, m^2
E_EXC, S_EXC = 12.0, 6.0e-20        # eV, m^2
K_ELASTIC = 1.0e-13                 # m^3/s
GAS, GAP = 2.0e19, 0.1              # m^-3, m
ALPHA = pi / 2 - 1


def g(a):
    return a * (np.exp(-a) - a * exp1(a))


def rate(T, threshold, scale):
    return scale * np.sqrt(8 * e * T / (pi * m_e)) * g(threshold / T)


def bohm(T):
    return np.sqrt(e * T / ION_MASS)


def loss_frequency(T):
    return 2 * ALPHA * bohm(T) / GAP


def sheath_voltage(T):
    return T * np.log(np.sqrt(ION_MASS / (2 * pi * m_e)))


def temperature(gas):
    factor = gas * S_ION * GAP * np.sqrt(8 * ION_MASS / (pi * m_e))
    return brentq(lambda T: factor * g(E_ION / T) - 2 * ALPHA, 1.0, 15.0,
                  xtol=1e-12)


def pair_energy_parts(T):
    k_ion = rate(T, E_ION, S_ION)
    return {
        "ionization": E_ION,
        "excitation": rate(T, E_EXC, S_EXC) / k_ion * E_EXC,
        "elastic": K_ELASTIC / k_ion * 3 * m_e / ION_MASS * T,
        "electron at wall": 2 * T,
        "presheath": ALPHA * T,
        "sheath": sheath_voltage(T)}


# --- rate coefficient against a direct integral over electron speed
def rate_by_quadrature(T, threshold, scale):
    v_th = np.sqrt(e * T / m_e)
    w_min = np.sqrt(2 * threshold / T)

    def integrand(w):
        energy = 0.5 * w**2 * T
        sigma = scale * threshold / energy * (1 - threshold / energy)
        maxwell = np.sqrt(2 / pi) * w**2 * np.exp(-w**2 / 2)
        return maxwell * w * v_th * sigma / scale
    return scale * quad(integrand, w_min, w_min + 12, epsabs=0,
                        epsrel=1e-9, limit=200)[0]


for T_test in (2.0, 4.0, 10.0):
    for threshold, scale in ((E_ION, S_ION), (E_EXC, S_EXC)):
        direct = rate_by_quadrature(T_test, threshold, scale)
        assert abs(rate(T_test, threshold, scale) / direct - 1) < 1e-6


# --- ion fluid equations integrated without using their solution
# N = n/n0, U = u/c, s = nu x/c; also integrals of N and of field work
def fluid(s, y):
    N, U = y[0], y[1]
    matrix = np.array([[U, N], [U**2 + 1, 2 * N * U]])
    dN, dU = np.linalg.solve(matrix, np.array([N, 0.0]))
    return [dN, dU, N, -U * dN]


def near_bohm_speed(s, y):
    return y[1] - (1 - 1e-4)


near_bohm_speed.terminal = True
profile = solve_ivp(fluid, (0, 1), [1.0, 0.0, 0.0, 0.0], rtol=1e-9,
                    atol=1e-11, events=near_bohm_speed)
assert len(profile.t_events[0]) == 1
s_edge = profile.t_events[0][0]
N_edge, U_edge, N_integral, work = profile.y_events[0][0]
mean_ratio = N_integral / s_edge
work_per_pair = work / (N_edge * U_edge)
# the run stops 1e-4 short of the Bohm speed, which limits the last digits
assert abs(s_edge - ALPHA) < 1e-6
assert abs(N_edge - 0.5) < 2e-4
assert abs(mean_ratio - 1 / (2 * ALPHA)) < 1e-5
assert abs(work_per_pair - ALPHA) < 5e-4

# --- steady temperature and its branch
T0 = temperature(GAS)
peak = minimize_scalar(lambda T: -g(E_ION / T), bounds=(5, 80),
                       method="bounded")
T_branch = peak.x
grid = np.linspace(1.0, 0.99 * T_branch, 400)
assert np.all(np.diff(g(E_ION / grid)) > 0) and T0 < T_branch
direct_ionization = GAS * rate_by_quadrature(T0, E_ION, S_ION)
assert abs(direct_ionization * GAP / (2 * bohm(T0)) - s_edge) < 1e-5

# --- floating wall: flux and energy of electrons that pass the sheath
Vs = sheath_voltage(T0)
w_cut = np.sqrt(2 * Vs / T0)


def gauss(w):
    return np.exp(-w**2 / 2) / np.sqrt(2 * pi)


flux = quad(lambda w: w * gauss(w), w_cut, w_cut + 12, epsabs=0)[0]
energy_flux = quad(lambda w: w * gauss(w) * (w**2 / 2 - Vs / T0 + 1),
                   w_cut, w_cut + 12, epsabs=0)[0]
wall_energy = energy_flux / flux
assert abs(flux * np.sqrt(e * T0 / m_e) / bohm(T0) - 1) < 1e-6
assert abs(wall_energy - 2) < 1e-6

parts = pair_energy_parts(T0)
E_T = sum(parts.values())


def midplane_density(power):
    return power / (e * bohm(T0) * E_T)


# --- time-dependent balances: mean density and electron thermal energy
UNIT = 1e15


def balances(t, y, power):
    n, T = y[0] * UNIT, y[1] / (1.5 * y[0])
    k_ion, k_exc = rate(T, E_ION, S_ION), rate(T, E_EXC, S_EXC)
    loss = loss_frequency(T)
    collisions = GAS * (k_ion * E_ION + k_exc * E_EXC
                        + K_ELASTIC * 3 * m_e / ION_MASS * T)
    walls = loss * ((2 + ALPHA) * T + sheath_voltage(T))
    dn = n * (GAS * k_ion - loss)
    dW = power / (e * GAP) - n * (collisions + walls)
    return [dn / UNIT, dW / UNIT]


def evolve(power, n_start, T_start, t_end, times=None):
    start = [n_start / UNIT, 1.5 * n_start * T_start / UNIT]
    run = solve_ivp(balances, (0, t_end), start, args=(power,),
                    method="LSODA", rtol=1e-9, atol=1e-11, t_eval=times)
    assert run.success
    return run.t, run.y[0] * UNIT, run.y[1] / (1.5 * run.y[0])


powers = np.array([50.0, 100.0, 200.0, 400.0, 800.0])
final_n, final_T = [], []
for power in powers:
    _, n_t, T_t = evolve(power, 2e15, 3.0, 3e-3)
    final_n.append(n_t[-1])
    final_T.append(T_t[-1])
    expected_mean = midplane_density(power) / (2 * ALPHA)
    assert abs(n_t[-1] / expected_mean - 1) < 1e-5
    assert abs(T_t[-1] / T0 - 1) < 1e-5
slope = np.polyfit(np.log(powers), np.log(final_n), 1)[0]
assert abs(slope - 1) < 1e-5

# --- power doubled suddenly
n_before = midplane_density(100.0) / (2 * ALPHA)
times = np.linspace(0, 1e-3, 20001)
t_step, n_step, T_step = evolve(200.0, n_before, T0, 1e-3, times)
i_peak = int(np.argmax(T_step))
outside = np.where(np.abs(T_step / T0 - 1) > 0.01)[0]
t_return = t_step[outside[-1] + 1]
assert T_step[i_peak] > 1.05 * T0
assert abs(T_step[-1] / T0 - 1) < 1e-5
assert abs(n_step[-1] / n_before - 2) < 1e-4
growth = GAS * rate(T0 + 1, E_ION, S_ION) - loss_frequency(T0 + 1)
assert growth > 0

# --- limit of validity: ionization through a long-lived excited level
E_STEP = E_ION - E_EXC
S_STEP = S_ION * (E_ION / E_STEP)**2
LEVEL_SHARE, LEVEL_LOSS = 0.2, 1.0e4   # share of excitations, 1/s


def excited_density(n, T):
    source = LEVEL_SHARE * GAS * n * rate(T, E_EXC, S_EXC)
    return source / (LEVEL_LOSS + n * rate(T, E_STEP, S_STEP))


def two_step_temperature(n):
    return brentq(lambda T: GAS * rate(T, E_ION, S_ION)
                  + excited_density(n, T) * rate(T, E_STEP, S_STEP)
                  - loss_frequency(T), 1.0, 15.0)


def two_step_power(n):
    T = two_step_temperature(n)
    collisions = GAS * (rate(T, E_ION, S_ION) * E_ION
                        + rate(T, E_EXC, S_EXC) * E_EXC
                        + K_ELASTIC * 3 * m_e / ION_MASS * T)
    collisions += excited_density(n, T) * rate(T, E_STEP, S_STEP) * E_STEP
    walls = loss_frequency(T) * ((2 + ALPHA) * T + sheath_voltage(T))
    return e * GAP * n * (collisions + walls)


two_step = []
for power in (1.0, 100.0, 1000.0, 10000.0):
    log_n = brentq(lambda q: np.log(two_step_power(np.exp(q)) / power),
                   np.log(1e12), np.log(1e19))
    n = np.exp(log_n)
    two_step.append((power, two_step_temperature(n), n * 2 * ALPHA))
two_step_T = np.array([row[1] for row in two_step])
assert np.all(np.diff(two_step_T) < 0)
assert abs(two_step_T[0] / T0 - 1) < 1e-3
assert abs(two_step_T[1] / T0 - 1) < 0.02

T_thin10, T_thin50 = temperature(0.9 * GAS), temperature(0.5 * GAS)
assert T0 < T_thin10 < T_thin50

print(f"ion mass: {ION_MASS / atomic_mass:.0f} u")
print(f"ionization energy: {E_ION:.0f} eV, S = {S_ION:.1e} m^2")
print(f"excitation energy: {E_EXC:.0f} eV, S = {S_EXC:.1e} m^2")
print(f"elastic rate coefficient: {K_ELASTIC:.1e} m^3/s")
print(f"gas density: {GAS:.1e} m^-3, gap: {GAP:.2f} m")
print(f"alpha = pi/2 - 1: {ALPHA:.5f}; fluid run: {s_edge:.5f}")
print(f"edge/midplane density, fluid run: {N_edge:.4f}")
print(f"mean/midplane density, fluid run: {mean_ratio:.4f}")
print(f"presheath work / T, fluid run: {work_per_pair:.4f}")
print(f"wall energy per electron / T: {wall_energy:.4f}")
mass_factor = np.sqrt(8 * ION_MASS / (pi * m_e))
print(f"mean electron speed / Bohm speed: {mass_factor:.1f}")
print(f"n_g S L: {GAS * S_ION * GAP:.3f}")
print(f"required g(I/T): {g(E_ION / T0):.5f}")
print(f"I/T at balance: {E_ION / T0:.4f}")
print(f"electron temperature: {T0:.3f} eV")
print(f"branch ends at T = {T_branch:.1f} eV")
print(f"ionization rate coeff.: {rate(T0, E_ION, S_ION):.3e} m^3/s")
print(f"excitation rate coeff.: {rate(T0, E_EXC, S_EXC):.3e} m^3/s")
print(f"Bohm speed: {bohm(T0):.0f} m/s")
print(f"loss frequency: {loss_frequency(T0):.3e} 1/s")
print(f"loss time: {1e6 / loss_frequency(T0):.1f} us")
for name, value in parts.items():
    print(f"energy per pair, {name}: {value:.3f} eV")
print(f"energy per pair, total: {E_T:.2f} eV")
for power, n_mean, T_end in zip(powers, final_n, final_T):
    print(f"P/A {power:.0f} W/m^2: n0 {n_mean * 2 * ALPHA:.3e} m^-3,"
          f" T {T_end:.3f} eV")
print(f"log-log slope of density against power: {slope:.5f}")
print("power step 100 to 200 W/m^2:")
print(f"  mean density before: {n_before:.3e} m^-3")
print(f"  peak T: {T_step[i_peak]:.2f} eV at {t_step[i_peak]*1e6:.1f} us")
print(f"  density ratio at the peak: {n_step[i_peak] / n_before:.3f}")
print(f"  T within 1 percent after: {t_return * 1e6:.0f} us")
print(f"  final T: {T_step[-1]:.3f} eV")
print(f"  final density ratio: {n_step[-1] / n_before:.4f}")
print(f"net growth rate if T is 1 eV higher: {growth:.3e} 1/s")
print(f"  e-folding time: {1e6 / growth:.1f} us")
print(f"T with 10 percent less gas: {T_thin10:.3f} eV")
print(f"T with 50 percent less gas: {T_thin50:.3f} eV")
print(f"two-step: threshold {E_STEP:.0f} eV, S = {S_STEP:.2e} m^2")
print(f"  level share {LEVEL_SHARE:.1f}, level loss {LEVEL_LOSS:.0e} 1/s")
for power, T, n0 in two_step:
    print(f"  P/A {power:.0f} W/m^2: T {T:.3f} eV, n0 {n0:.3e} m^-3")
print("all tests passed")
```

Running it gives:

```
ion mass: 40 u
ionization energy: 16 eV, S = 1.2e-19 m^2
excitation energy: 12 eV, S = 6.0e-20 m^2
elastic rate coefficient: 1.0e-13 m^3/s
gas density: 2.0e+19 m^-3, gap: 0.10 m
alpha = pi/2 - 1: 0.57080; fluid run: 0.57080
edge/midplane density, fluid run: 0.5001
mean/midplane density, fluid run: 0.8760
presheath work / T, fluid run: 0.5707
wall energy per electron / T: 2.0000
mean electron speed / Bohm speed: 430.9
n_g S L: 0.240
required g(I/T): 0.01104
I/T at balance: 4.1579
electron temperature: 3.848 eV
branch ends at T = 26.2 eV
ionization rate coeff.: 1.739e-15 m^3/s
excitation rate coeff.: 2.262e-15 m^3/s
Bohm speed: 3047 m/s
loss frequency: 3.478e+04 1/s
loss time: 28.8 us
energy per pair, ionization: 16.000 eV
energy per pair, excitation: 15.606 eV
energy per pair, elastic: 0.009 eV
energy per pair, electron at wall: 7.696 eV
energy per pair, presheath: 2.196 eV
energy per pair, sheath: 18.007 eV
energy per pair, total: 59.51 eV
P/A 50 W/m^2: n0 1.721e+15 m^-3, T 3.848 eV
P/A 100 W/m^2: n0 3.442e+15 m^-3, T 3.848 eV
P/A 200 W/m^2: n0 6.885e+15 m^-3, T 3.848 eV
P/A 400 W/m^2: n0 1.377e+16 m^-3, T 3.848 eV
P/A 800 W/m^2: n0 2.754e+16 m^-3, T 3.848 eV
log-log slope of density against power: 1.00000
power step 100 to 200 W/m^2:
  mean density before: 3.015e+15 m^-3
  peak T: 4.73 eV at 2.1 us
  density ratio at the peak: 1.064
  T within 1 percent after: 62 us
  final T: 3.848 eV
  final density ratio: 2.0000
net growth rate if T is 1 eV higher: 4.712e+04 1/s
  e-folding time: 21.2 us
T with 10 percent less gas: 3.955 eV
T with 50 percent less gas: 4.694 eV
two-step: threshold 4 eV, S = 1.92e-18 m^2
  level share 0.2, level loss 1e+04 1/s
  P/A 1 W/m^2: T 3.848 eV, n0 3.443e+13 m^-3
  P/A 100 W/m^2: T 3.823 eV, n0 3.500e+15 m^-3
  P/A 1000 W/m^2: T 3.719 eV, n0 3.748e+16 m^-3
  P/A 10000 W/m^2: T 3.636 eV, n0 3.964e+17 m^-3
all tests passed
```
